# Ghost-node and one-sided surface recombination in a wafer diffusion solver

## Definitions and conventions

A p-type wafer occupies $0\le x\le W$. Its excess electron density $n(x,t)$ is small compared with the doping and obeys

$$\partial_t n = D\,\partial_x^2 n - n/\tau_b ,\qquad D\,n'(0)=S\,n(0),\qquad -D\,n'(W)=S\,n(W).$$

$D$ is the diffusion coefficient, $\tau_b$ the bulk lifetime and $S$ the surface recombination velocity, all constant and with the same $S$ on both faces. The signs say that carriers flow out of the wafer at each face at the rate $Sn$ per unit area.

The abbreviations are $a=W/2$, $\sigma=S/D$ and $b=\sigma a$. The mesh is $x_i=ih$ with $h=W/N$ and $i=0,\dots,N$. The quantity sought is the lowest decay rate,

$$\frac1{\tau_{\rm eff}}=\frac1{\tau_b}+\lambda ,$$

where $\lambda$ is called the surface rate. In both schemes below every retained row contains the same term $-n_i/\tau_b$, which shifts all eigenvalues equally. The bulk rate therefore carries no mesh error, and $\tau_b$ is left out of the error analysis.

## The rate to be reproduced

Insert $n=u(x)e^{-\lambda t}$, so that $Du''=-\lambda u$. Multiplying by $-u$ and integrating by parts gives

$$\lambda\int_0^W u^2dx = D\int_0^W u'^2dx+S\,[u(0)^2+u(W)^2]>0 .$$

Hence $\lambda=D\alpha^2$ with real $\alpha$. By symmetry about $x=a$, the modes are even or odd. For the even mode $u=\cos\alpha(x-a)$ the slope at $x=0$ is $\alpha\sin\alpha a$, and the surface condition becomes

$$\alpha\tan\alpha a=\sigma . \tag{1}$$

Its lowest root has $0<\alpha a<\pi/2$. Odd modes obey $\alpha\cot\alpha a=-\sigma$, which needs $\alpha a>\pi/2$, so the slowest mode is even.

## Two surface rules

**Ghost node.** Add a fictitious value $n_{-1}$ and impose the surface condition with a central difference:

$$D\,\frac{n_1-n_{-1}}{2h}=Sn_0\quad\Rightarrow\quad n_{-1}=n_1-2h\sigma n_0 .$$

Putting this into the usual second difference at $i=0$ gives the surface row

$$\dot n_0=\frac{D}{h^2}(n_1-2n_0+n_{-1})=\frac{2D}{h^2}\,(n_1-n_0-h\sigma n_0). \tag{2}$$

**One-sided gradient.** Set $D(n_1-n_0)/h=Sn_0$. Then $n_0=n_1/(1+h\sigma)$ is eliminated from the row for $n_1$, and only interior nodes evolve.

The rows at $x=W$ are mirror images. The ghost matrix is not symmetric, because row 0 couples to $n_1$ with strength 2 while row 1 couples to $n_0$ with strength 1. With $v_0=n_0/\sqrt2$ both couplings become $\sqrt2$. The same scaling at the other end makes the matrix symmetric, so its eigenvalues are real.

## Discrete modes

Try $n_i=\cos q(x_i-a)$. The sum rule for cosines gives

$$n_{i+1}-2n_i+n_{i-1}=-(2-2\cos qh)\,n_i=-4\sin^2(qh/2)\,n_i ,$$

so that

$$\lambda_h=\frac{4D}{h^2}\sin^2\frac{qh}{2}. \tag{3}$$

The surface rule fixes $q$. For the ghost node,

$$n_1-n_{-1}=\cos q(a-h)-\cos q(a+h)=2\sin qa\,\sin qh ,$$

and the surface condition becomes

$$\frac{\sin qh}{h}\tan qa=\sigma . \tag{4}$$

For the one-sided rule, $n_1-n_0=\cos q(a-h)-\cos qa=2\sin q(a-\tfrac h2)\sin\tfrac{qh}{2}$, hence

$$\frac2h\sin\frac{qh}2\,\sin q\Big(a-\frac h2\Big)=\sigma\cos qa . \tag{5}$$

The root with $0<qa<\pi/2$ gives a mode that is positive at every node. Neighbouring nodes feed each other with positive coefficients, so the slowest eigenvector can be chosen positive. Eigenvectors of the symmetrised matrix are orthogonal, and two positive vectors cannot be. This root is therefore the slowest mode.

## Orders of convergence

Let $F(q)=q\tan qa$, so that $F(\alpha)=\sigma$. Using $\tan\alpha a=\sigma/\alpha$,

$$F'(\alpha)=\tan\alpha a+\alpha a(1+\tan^2\alpha a)=\frac{G}{\alpha},\qquad G=\sigma+a(\alpha^2+\sigma^2).$$

Write $q=\alpha+\delta$.

*Ghost node.* Since $\sin qh/h=q(1-q^2h^2/6+\dots)$, equation (4) reads $F(q)=\sigma(1+\alpha^2h^2/6)+O(h^4)$. Therefore $\delta=\sigma\alpha^3h^2/(6G)$. Equation (3) gives $\lambda_h=D(q^2-q^4h^2/12+\dots)$, and the two contributions add to

$$\lambda_h-\lambda=D\Big(2\alpha\delta-\frac{\alpha^4h^2}{12}\Big)=\frac{D\alpha^4h^2}{12}\Big(\frac{4\sigma}{G}-1\Big)+O(h^4). \tag{6}$$

*One-sided gradient.* To first order, $(2/h)\sin(qh/2)=q$ and $\sin q(a-h/2)=\sin qa-(qh/2)\cos qa$. Dividing (5) by $\cos qa$ gives

$$q\tan qa=\sigma+\tfrac12\alpha^2h+O(h^2). \tag{7}$$

Hence $\delta=\alpha^3h/(2G)$, and

$$\lambda_h-\lambda=2D\alpha\delta=\frac{D\alpha^4h}{G}+O(h^2). \tag{8}$$

For fixed $0<S<\infty$ the one-sided coefficient is positive, so this scheme is of first order and overestimates the rate on a fine mesh. The ghost scheme is of second order unless the bracket in (6) vanishes.

## Where the missing order goes

Multiply (2) by $h/2$ and restore the bulk term:

$$\frac h2\,\dot n_0=\frac{D(n_1-n_0)}{h}-Sn_0-\frac h2\frac{n_0}{\tau_b}.$$

This is the carrier balance of the half-cell next to the surface. The one-sided rule sets the storage and bulk terms of this half-cell to zero. That omission is the whole difference between the schemes.

For a weak surface the density is nearly flat. The one-sided scheme then stores $(N-1)hn=(W-h)n$ carriers per unit area and loses $2Sn$ per unit time, so $\lambda_h\approx2S/(W-h)$ instead of $2S/W$. At $b=10^{-4}$ and $N=20$ the computed ratio to the true rate is 1.0526, which is $20/19$.

The ghost row has a puzzling feature: its local error is only of first order. Expanding $n_1$ about the surface and using $n'(0)=\sigma n_0$,

$$\frac{2D}{h^2}(n_1-n_0-h\sigma n_0)=Dn''(0)+\frac{Dh}{3}n'''(0)+O(h^2).$$

For the true mode $u$, $u'''=-\alpha^2u'$, so the surface residual is $r_0=-Dh\alpha^2\sigma u_0/3$. In the interior, $r=Dh^2u''''/12=Dh^2\alpha^4u/12$.

The discrete operator $L_h$ is symmetric in the sum with weight $h$ inside and $h/2$ at the ends. From $L_hu=-\lambda u+r$ and $L_hv=-\lambda_hv$, taking the weighted product with $v$ gives $(\lambda_h-\lambda)\langle v,u\rangle=-\langle v,r\rangle$. To leading order $v=u$, and the two faces contribute

$$2\cdot\frac h2\cdot\frac{Dh\alpha^2\sigma}{3}\,\frac{u_0^2}{\int u^2dx}=\frac{Dh^2\alpha^4\sigma}{3G}.$$

Here $u_0^2=\cos^2\alpha a=\alpha^2/(\alpha^2+\sigma^2)$ and $\int u^2dx=a+\sin(2\alpha a)/(2\alpha)=G/(\alpha^2+\sigma^2)$ were used. Adding the interior part $-D\alpha^4h^2/12$ reproduces (6). The half-cell weight supplies the missing power of $h$.

## Pseudocode

The ghost-node rate needs one eigenvalue of a symmetric tridiagonal matrix:

```
input: N >= 3, W, D, S, tau
h = W/N;  g = h*S/D
diagonal d[0..N] = 2;       d[0] = d[N] = 2 + 2*g
off-diagonal e[0..N-1] = -1; e[0] = e[N-1] = -sqrt(2)
mu = smallest eigenvalue of tridiagonal(d, e)
rate = D*mu/h^2 + 1/tau
```

For the one-sided comparison, keep $N-1$ nodes, set both end diagonals to $2-1/(1+g)$ and all off-diagonals to $-1$.

For a transient, use the unscaled rows, denoted $A$, including $-1/\tau_b$:

```
n = initial density at nodes 0..N
repeat:
    solve (I - dt/2*A) n_new = (I + dt/2*A) n
    n = n_new
    mean = (n[0]/2 + n[1] + ... + n[N-1] + n[N]/2)/N
rate = -slope of ln(mean) at late time   (safe at all late times if dt < 2/sqrt(r_min*r_max))
```

## Cost and stability

Storage is proportional to $N$. So is the work of one tridiagonal solve, and of one bisection step for the eigenvalue.

For forward Euler, the row sums bound every decay rate by $r_{\max}\le4D/h^2+2S/h+1/\tau_b$, so $\Delta t\le2/(4D/h^2+2S/h+1/\tau_b)$ is sufficient for stability. The Crank–Nicolson step above multiplies a mode of rate $r$ by $(1-y)/(1+y)$ with $y=r\Delta t/2$. This has magnitude below one for all $r>0$. For $y\gg1$ it is close to $-1$, and fast modes then ring instead of dying quickly.

For a mode with $y<1$ the observed Crank–Nicolson rate is

$$\frac1{\Delta t}\ln\frac{1+y}{1-y}=\frac2{\Delta t}\Big(y+\frac{y^3}{3}+\dots\Big)=r\Big(1+\frac{r^2\Delta t^2}{12}+\dots\Big). \tag{9}$$

## Worked example

Take rough typical values for a silicon wafer with poorly passivated oxide surfaces: $W=300$ µm, $S=1000$ cm/s, $\tau_b=200$ µs, doping $5\times10^{15}$ cm$^{-3}$ and electron mobility 1200 cm²/Vs at 300 K. The Einstein relation gives $D=31.02$ cm²/s. Then

$$b=\frac{1000\times0.0300}{2\times31.022}=0.4835,\qquad \alpha a=0.6440,\qquad \alpha=42.93\ \text{cm}^{-1}.$$

The surface rate is $D\alpha^2=57\,185$ s$^{-1}$. Adding $1/\tau_b=5000$ s$^{-1}$ gives 62 185 s$^{-1}$, or $\tau_{\rm eff}=16.1$ µs.

With $\sigma=32.24$ cm$^{-1}$, $G=32.24+0.0150\,(1843+1039)=75.5$ cm$^{-1}$. Equations (8) and (6) then predict errors of $1.397\times10^6\,h$ and $6.22\times10^6\,h^2$, in s$^{-1}$ with $h$ in cm. The computed errors of the surface rate, in s$^{-1}$, are:

| $N$ | ghost | one-sided |
|---:|---:|---:|
| 20 | 14.01 | 2175 |
| 40 | 3.501 | 1067 |
| 80 | 0.875 | 528.6 |
| 160 | 0.219 | 263.1 |

The last two rows give orders $\log_2(0.8752/0.2188)=2.00$ and $\log_2(528.6/263.1)=1.007$. The one-sided errors exceed the linear prediction by 0.9 % at $N=80$ and 0.5 % at $N=160$. This excess roughly halves with $h$, as an added $h^2$ term requires.

For an error of 0.1 % of the total rate, 62.2 s$^{-1}$, the formulas give $N=9.5$ for the ghost node and $N=674$ for the one-sided gradient. A search over meshes from $N=4$ upwards finds 10 and 675.

For the transient, take $N=20$, $\Delta t=0.5$ µs and a uniform start. The next even mode dies relative to the first with a time constant of 0.70 µs; odd modes are not excited. The slope between steps 200 and 300 gives 62 203.7 s$^{-1}$, against a matrix rate of 62 198.7 s$^{-1}$. The relative difference agrees with the $8.06\times10^{-5}$ of (9). The sufficient forward Euler step on this mesh would be 0.035 µs.

## Special cases and failure modes

**Accidental fourth order.** The bracket in (6) vanishes when $3\sigma=a(\alpha^2+\sigma^2)$, that is, when $3b=(\alpha a)^2+b^2$. With (1) this gives $b=2.476$, or $S\approx5120$ cm/s for this wafer with $D$ and $W$ held fixed. The order observed there between $N=40$ and 80 is 4.00. A convergence test at this point would misrepresent the general order. The error also changes sign here: for $\sigma\to0$, $G\to2\sigma$ and the bracket tends to $+1$; for $\sigma\to\infty$ it tends to $-1$.

**Very strong surfaces.** As $S\to\infty$ both rules reduce to $n_0=0$, and the first-order error (8) fades as $D\alpha^4h/(a\sigma^2)$. At $b=10^6$ the one-sided scheme shows order 2.00 between $N=20$ and 40. For large finite $b$, comparison with the interior error $D\alpha^4h^2/12$ shows that first order reappears once $h/a$ falls well below about $12/b^2$. At $S=0$ both schemes return $\lambda=0$, so that case tests neither order.

**Biased surface velocity.** If the one-sided scheme is fitted to a true rate, (7) shows that it needs $\sigma_{\rm fit}=\sigma-\alpha^2h/2$, or

$$S_{\rm fit}\approx S-\tfrac12D\alpha^2h .$$

At $N=20$ the predicted shift is $-42.9$ cm/s, and the computed fit is 956.8 cm/s. For a weak surface $D\alpha^2\approx2S/W$, so the relative shift is $-h/W$, or $-5$ % at $N=20$, however small $S$ is. A large bulk rate can hide this error in the total rate while leaving it in $S$. The formula keeps only the first-order term. The second-order error (6), divided by $d\lambda/d\sigma=2D\alpha^2/G$, adds $\alpha^2h^2(G-4\sigma)/24$ to $\sigma_{\rm fit}$ in both schemes, and for strong surfaces this term wins once $h/a$ exceeds about $12/b^2$. At $N=20$ the one-sided shift is $+4.7$ % at $b=50$ and $+25$ % at $b=200$, the ghost shift is about the same, and at $b=2000$ no $S$ reproduces the true rate.

**Reading the slope too early.** Until the higher modes have died, the slope is not the lowest rate. In Crank–Nicolson runs the wait may be set by ringing rather than by diffusion, and it may never end. A mode with $y>1$ outlives the lowest mode $y_1$ when $(y-1)/(y+1)>(1-y_1)/(1+y_1)$, that is, when $y\,y_1>1$. The late slope gives the lowest rate only if $\Delta t<2/\sqrt{r_{\min}r_{\max}}$. In the worked example $y_1y_{\max}=0.21$ at $N=20$, but $3.4$ at $N=80$ with the same $\Delta t$. There the slope between steps 900 and 1000 falls to about 19 700 s$^{-1}$ and the mean changes sign at step 727, although the slope between steps 200 and 300 still matches (9) to $4\times10^{-5}$. On a refined mesh, either $\Delta t$ is reduced together with $h$, or the slope is read in such an intermediate window, before the ringing modes take over.

## Comparison with a real wafer

The chosen $S$ is high for a good thermal oxide on lightly doped silicon, where roughly 10–100 cm/s or less is attainable, and good wafers can have bulk lifetimes well above 200 µs. The assumption most at risk is a constant $S$, since real surface recombination depends on injection and band bending. With the other inputs fixed, a 10 % rise in $S$ raises the total rate by 7.7 %.

Other estimated changes are smaller as long as $S$ and $\tau_b$ are held fixed:

- An excess density of $10^{14}$ cm$^{-3}$, with hole mobility 450 cm²/Vs, lowers the ambipolar $D$ to 30.1 cm²/s and, through $D$ alone, the rate by 0.43 %. The same injection can act far more strongly through $S$: for a single midgap level at flat band, $S=S_{n0}/[1+k\,\Delta n/(N_A+\Delta n)]$ with $\Delta n$ the excess density, $N_A$ the doping and $k=\sigma_n/\sigma_p$ the ratio of capture cross sections. For $k=100$ this cuts $S$ to about a third and the rate by more than half.
- Removing a maximum depletion width of 0.42 µm at each face from $W$ raises the rate by 0.30 %. This bounds the geometric effect only. The band bending that makes such a layer acts far more strongly through $S$: for a single midgap level at $\Delta n=10^{14}$ cm$^{-3}$, a positive oxide charge of $2\times10^{11}$ cm$^{-2}$ gives a layer of about 0.2 µm and cuts $S$ by more than a factor of ten, while $5\times10^{10}$ cm$^{-2}$ with $k=1$ raises it about threefold.
- Warming by 10 K, acting through $D$ alone with mobility proportional to $T^{-2.4}$, lowers it by 0.63 %; if $S$ also follows the thermal velocity, $S\propto\sqrt T$, the net change is $+0.65$ % instead.
- A perfectly absorbing rim at 50 mm radius adds 7.2 s$^{-1}$, or 0.012 %.

At $N=20$ the ghost error is 0.02 % of the total rate, below all of these except the rim term, so further refinement would not improve the physical prediction. The one-sided error is 3.5 %, larger than every listed effect except those acting through $S$ or $\tau_b$ ($\tau_b=1$ ms would lower the total rate by 6.4 %). At $S=10$ cm/s the one-sided error of the total rate is only 0.6 %. The full numerical output follows.

## Table of computed values

```
Temperature: 300 K; electron mobility: 1200 cm2/Vs
Thickness W: 300 um; surface velocity S: 1000 cm/s
Bulk lifetime: 200 us; doping: 5.0e+15 cm^-3
Diffusion coefficient D: 31.022 cm2/s
Surface strength b = S W/(2D): 0.48352
Root z = alpha W/2: 0.644011
Wavenumber alpha: 42.9341 cm^-1
Surface decay rate D alpha^2: 57184.65 s^-1
Total decay rate: 62184.65 s^-1
Effective lifetime: 16.0811 us
Next even mode, surface rate: 1.4902e+06 s^-1
Settling time 1/(rate gap): 0.6978 us
One-sided error coefficient: 1.3967e+06 s^-1 cm^-1
Ghost error coefficient: 6.2232e+06 s^-1 cm^-2
Surface decay rates (s^-1) and signed errors (s^-1):
N, h(um), ghost rate, ghost error, one-sided rate, one-sided error
  10  30.000   57240.86   56.2050   61707.46  4522.808
  20  15.000   57198.67   14.0145   59359.86  2175.204
  40   7.500   57188.15    3.5013   58251.86  1067.205
  80   3.750   57185.53    0.8752   57713.29   528.639
 160   1.875   57184.87    0.2188   57447.75   263.095
Observed order, ghost, N 80 to 160: 2.0001
Observed order, one-sided, N 80 to 160: 1.0067
Smallest N for 0.1 % of total rate, ghost: 10
Smallest N for 0.1 % of total rate, one-sided: 675
S fitted with one-sided scheme, N = 20: 956.82 cm/s
Predicted first-order shift of S: -42.89 cm/s
Special b with fourth-order ghost scheme: 2.47555
S at that b for this wafer: 5119.8 cm/s
Observed order there, N 40 to 80: 4.0009
One-sided order at b = 1e6, N 20 to 40: 1.9991
Weak surface, N = 20, one-sided/exact rate: 1.05263
Crank-Nicolson: N = 20, time step 0.5 us
Semi-discrete total rate: 62198.667 s^-1
Rate seen in the transient: 62203.681 s^-1
Predicted relative time-step bias: 8.060e-05
Neglected effects, change of total rate:
Excess density 1e+14 cm^-3, hole mobility 450 cm2/Vs
Ambipolar D: 30.059 cm2/s; change -0.428 %
Inputs: n_i 1e+10 cm^-3, relative permittivity 11.7
Maximum depletion width: 0.419 um
Both depletion layers removed from W: 0.295 %
S larger by 10 %: 7.740 %
10 K warmer, mobility exponent -2.4, D only: -0.626 %
Rim bound, radius 50 mm: 7.176 s^-1, 0.0115 %
Thermal flux velocity v/4, mass 0.26 m_e: 5.276e+06 cm/s
S divided by thermal flux velocity: 1.90e-04
```
